Concavity in the multiplier of the minimized constrained-DFT Lagrangian, part 1

(Sections cited here and not found follow in the second part.)

Concavity of the constrained-DFT Lagrangian in its multiplier

Definitions and conventions

Hartree atomic units are used, and populations are counted in electrons. A system with a fixed total number of electrons in the external potential v(r) has the energy functional E[n]. The densities over which it is varied form a set 𝒟. For the exact functional, E[n] is the lowest value of ⟨Ψ|Ĥ|Ψ⟩ over normalized states Ψ that give n. For an approximate Kohn–Sham functional, 𝒟 holds the densities of a chosen class of determinants, and the variation runs over their orbitals. E is bounded below on 𝒟.

A real, bounded weight w(r) defines the population

  N[n] = ∫ w(r) n(r) dr,

and the operator ŵ = Σ_k w(r_k), summed over electrons, has ⟨Ψ|ŵ|Ψ⟩ = N[n]. The target population is N_c. Neither E, w nor 𝒟 depends on the multiplier V. Three objects are built from these:

  L[n,V] = E[n] + V (N[n] − N_c),    (1)
  W(V) = min over n in 𝒟 of L[n,V],    (2)
  E(N_c) = min of E[n] over those n in 𝒟 with N[n] = N_c.    (3)

A minimizer in (2) is written n_V and its population N_V = N[n_V]. The minimum is assumed to be attained. Since V N[n] = ∫ V w n dr and V N_c does not depend on n, n_V is the ground-state density in the potential v + V w. A positive V therefore repels electrons from the region where w is large. The static response function χ is defined by the first-order change of the relaxed ground-state density under a change of the external potential,

  δn(r) = ∫ χ(r,r′) δv(r′) dr′,

and ⟨w|χ|w⟩ stands for ∫∫ w(r) χ(r,r′) w(r′) dr dr′. The Kohn–Sham response χ_s is defined in the same way for non-interacting electrons whose effective potential is changed by δv.

The result has three parts. W is concave. Where it is smooth,

  W′(V) = N_V − N_c,   W″(V) = ⟨w|χ|w⟩ ≤ 0,    (4)

with χ the interacting response in the potential v + V w. A multiplier V* at which N_V* = N_c maximizes W, and W(V*) = E(N_c). Two points need care. The maximum is in V only, and in n the constrained state remains a minimum of L. The sum over occupied and virtual orbitals that first-order perturbation theory of the orbitals gives, derived below as (12), is ⟨w|χ_s|w⟩, which is the curvature of W when the Hartree-exchange-correlation potential is held fixed, and not when the density is relaxed self-consistently at each V.

First derivation: from the minimum property

Concavity. Take V₁, V₂ and 0 ≤ λ ≤ 1, and put V_λ = λV₁ + (1−λ)V₂. At fixed n, L is an affine function of V, and E = λE + (1−λ)E, so

  L[n,V_λ] = λ L[n,V₁] + (1−λ) L[n,V₂].

Evaluate this at the minimizer n_λ for V_λ. The left side is W(V_λ). On the right, n_λ is an allowed trial density for the other two problems because 𝒟 does not depend on V, so L[n_λ,V₁] ≥ W(V₁) and L[n_λ,V₂] ≥ W(V₂). The coefficients λ and 1−λ are not negative, hence

  W(V_λ) ≥ λ W(V₁) + (1−λ) W(V₂).    (5)

This is concavity. No convexity or smoothness of E was used.

Upper bound. For any n with N[n] = N_c the multiplier term in (1) vanishes, so W(V) ≤ L[n,V] = E[n]. Taking the lowest right side gives

  W(V) ≤ E(N_c) for every V.    (6)

Slope. Let h have either sign. Use n_V as a trial density at V+h:

  W(V+h) ≤ E[n_V] + (V+h)(N_V − N_c) = W(V) + h (N_V − N_c).    (7)

Use n_{V+h} as a trial density at V:

  W(V) ≤ E[n_{V+h}] + V (N_{V+h} − N_c) = W(V+h) − h (N_{V+h} − N_c).    (8)

Together,

  h (N_{V+h} − N_c) ≤ W(V+h) − W(V) ≤ h (N_V − N_c).    (9)

The outer members give h (N_{V+h} − N_V) ≤ 0, so N_V never increases with V. If N_V is continuous at V, dividing (9) by h squeezes the difference quotient between two numbers that both tend to N_V − N_c, which proves the first equation in (4).

Curvature. Suppose further that the minimizer is unique near V and differentiable in the potential. Changing V by δV changes the external potential by δv = w δV, so dn_V(r)/dV = ∫ χ(r,r′) w(r′) dr′, and

  W″ = dN_V/dV = ∫ w(r) dn_V(r)/dV dr = ⟨w|χ|w⟩.

The density n_V is the fully relaxed minimizer, so the χ that enters is the interacting response of the functional in use. The sign follows from monotonicity: the quotient (N_{V+h} − N_V)/h is never positive, and neither is its limit.

The constrained state. Suppose a minimizer n* at V* has N[n*] = N_c. Then (7) at V = V* reads W(V*+h) ≤ W(V*) for all h, so V* is a global maximum. Also W(V*) = E[n*] ≥ E(N_c), because n* obeys the constraint and E(N_c) is the lowest energy of such densities. With (6) this forces W(V*) = E(N_c). Conversely, at a maximum where N_V is continuous W′ exists and must vanish, so the constraint holds. For all V and all n in 𝒟,

  L[n*,V] = L[n*,V*] ≤ L[n,V*],

the equality because the multiplier term is zero at n*. The pair (n*,V*) is a saddle point of L.

Existence of the maximum. Let N_c lie strictly inside the range of N on 𝒟, so that densities n₋ and n₊ of finite energy exist with N[n₋] < N_c < N[n₊]. The bound W(V) ≤ E[n₋] + V (N[n₋] − N_c) sends W to −∞ as V → +∞, and the same bound with n₊ does so as V → −∞. W is continuous, because (9) bounds |W(V+h) − W(V)| by |h| times the largest value of |N − N_c|, which is finite for bounded w. A continuous function that falls to −∞ on both sides attains a maximum. If instead N_c exceeds the supremum N_max of the range, then for h > 0 and every n

  L[n,V−h] = L[n,V] + h (N_c − N[n]) ≥ W(V) + h (N_c − N_max),

so W grows without bound as V → −∞ and no maximum exists. The case N_c below the range is the mirror image.

Kinks and the duality gap. A maximum can also sit where N_V jumps across N_c. Whether W(V*) still equals E(N_c) then depends on 𝒟 and E. For any population N in the range, (2) applied to the constrained minimizer for N gives W(V) ≤ E(N) + V (N − N_c). The straight line ℓ(N) = W(V) − V (N − N_c) therefore lies under the curve E(N), and its value at N_c is W(V). Conversely, a line of slope −V under the curve has a value at N_c no larger than min_N [E(N) + V (N − N_c)] = W(V). So max W is the highest value at N_c of any line under E(N). It equals E(N_c) exactly when some such line touches the curve at N_c. Where E(N) bulges above its convex envelope none does, and the difference E(N_c) − max W is the duality gap.

For the exact functional with one constraint there is no gap, provided the ground level of Ĥ + V*ŵ is an isolated level of finite degeneracy. Minimizing over n and then over the states giving n is a minimization over all states, so

  W(V) = E₀(Ĥ + Vŵ) − V N_c,    (10)

with E₀ the lowest eigenvalue. Let w_min and w_max be the extreme eigenvalues of ŵ projected on the ground space at V*, with orthonormal eigenvectors Ψ_min and Ψ_max. Inequality (7) holds for every ground state. With Ψ_min and h > 0 it shows that the right slope is at most w_min − N_c. Inequality (8) shows that the right slope is at least the limit of N_{V*+h} − N_c. Ground states at V*+h tend into the ground space at V* because that level is isolated, so the limit is at least w_min − N_c. The right slope is thus w_min − N_c, and the same argument with h < 0 gives the left slope w_max − N_c. At a maximum the right slope is not positive and the left slope is not negative, so w_min ≤ N_c ≤ w_max. The state cos θ Ψ_min + sin θ Ψ_max is a ground state, the cross term ⟨Ψ_min|ŵ|Ψ_max⟩ vanishes between different eigenvectors of the projected operator, and

  ⟨ŵ⟩ = w_min cos²θ + w_max sin²θ

takes the value N_c for some θ. A minimizer at V* then obeys the constraint, and W(V*) = E(N_c) follows as before.

A two-electron Hubbard dimer shows both cases. In the singlet basis |20⟩, |11⟩, |02⟩, with ŵ = diag(2,1,0) the occupation of site 1, on-site repulsion U = 4, an energy shift 1 per electron on site 1 and hopping elements −√2 t between neighbouring basis states, the diagonal of Ĥ is (6, 1, 4). The target is N_c = 1.3. For t = 1, which sets the energy unit, the maximum lies at V* = −4.18048 with max W = 1.035002, and a direct search over normalized states with ⟨ŵ⟩ = 1.3 gives 1.035002. For t = 0, in the same unit, the levels of Ĥ + Vŵ are 6 + 2V, 1 + V and 4. The first two cross at V* = −5 with energy −4, so W(V*) = −4 + 5 × 1.3 = 2.5. The slopes are 2 − 1.3 = 0.7 on the left and 1 − 1.3 = −0.3 on the right. The superposition with weight 0.3 on |20⟩ and 0.7 on |11⟩ has ⟨ŵ⟩ = 0.6 + 0.7 = 1.3 and energy 0.3 × 6 + 0.7 × 1 = 2.5, equal to max W. The numerical check tests inequality (5) on random chords for both values of t, the agreement of max W with the direct search, the two kink slopes, and the steady fall of W for a target above the largest eigenvalue of ŵ.

Second derivation: from perturbation theory

Exact many-electron states. Let Ĥ_V = Ĥ + Vŵ have orthonormal eigenstates Ψ_k with energies E_k and a non-degenerate ground state Ψ₀. A prime denotes d/dV. Differentiating Ĥ_V Ψ₀ = E₀ Ψ₀ gives

  ŵ Ψ₀ + Ĥ_V Ψ₀′ = E₀′ Ψ₀ + E₀ Ψ₀′.

Projection on Ψ₀ cancels ⟨Ψ₀|Ĥ_V|Ψ₀′⟩ against E₀⟨Ψ₀|Ψ₀′⟩, since Ĥ_V is Hermitian, and leaves E₀′ = ⟨Ψ₀|ŵ|Ψ₀⟩ = N_V. With (10) this is W′ = N_V − N_c. Projection on Ψ_k with k ≠ 0 gives w_k0 + E_k c_k = E₀ c_k, where w_k0 = ⟨Ψ_k|ŵ|Ψ₀⟩ and c_k = ⟨Ψ_k|Ψ₀′⟩, so c_k = w_k0/(E₀ − E_k). Normalization makes the real part of c₀ zero. Differentiating E₀′ once more,

  W″ = 2 Re ⟨Ψ₀|ŵ|Ψ₀′⟩ = 2 w_00 Re c₀ + 2 Re Σ_{k≠0} w_k0* c_k = 2 Σ_{k≠0} |w_k0|² / (E₀ − E_k).    (11)

Every denominator is negative, so W″ ≤ 0. It is zero only if all w_k0 vanish, that is if Ψ₀ is an eigenstate of ŵ, as happens for constant w. The same coefficients, for a general perturbation δv, give δn(r) = 2 Re Σ_k ⟨Ψ₀|n̂(r)|Ψ_k⟩⟨Ψ_k|δv̂|Ψ₀⟩/(E₀ − E_k). Reading off χ and integrating it against w on both sides, with ŵ = ∫ w n̂ dr, reproduces (11), so (11) is ⟨w|χ|w⟩. In the dimer at t = 1 and V*, the sum over states and a finite difference of W both give −0.160796.

Kohn–Sham orbitals at frozen potential. From here on the state is a closed-shell determinant of real, doubly occupied orbitals φ_i. Indices i, j are occupied, a, b are virtual, p is either, and w_pq = ∫ φ_p w φ_q dr. The functional is

  E = 2 Σ_i ⟨φ_i| −½∇² + v |φ_i⟩ + E_Hxc[n],   n = 2 Σ_i φ_i²,

with v_Hxc = δE_Hxc/δn and the kernel f_Hxc(r,r′) = δ²E_Hxc/δn(r)δn(r′) = 1/|r−r′| + f_xc(r,r′), taken for changes that keep the two spin densities equal. Stationarity of L under orthonormality gives

  ĥ φ_p = ε_p φ_p,   ĥ = −½∇² + v + v_Hxc[n] + V w.

The lowest levels are occupied and the gap is open, so Δ_ai = ε_a − ε_i > 0 for all pairs.

Freeze v_Hxc at a reference density n₀, which amounts to replacing E_Hxc[n] by its linearization E_Hxc[n₀] + ∫ v_Hxc[n₀] (n − n₀) dr. The Lagrangian becomes 2 Σ_i ⟨φ_i|ĥ|φ_i⟩ − V N_c plus a constant, with ĥ depending on V through V w alone. Its minimum over determinants is

  W_s(V) = 2 Σ_i ε_i(V) − V N_c + constant.

Each orbital obeys a linear eigenvalue problem, so the projections used above apply to it: ε_i′ = w_ii and ε_i″ = 2 Σ_{p≠i} w_pi²/(ε_i − ε_p). Within a degenerate occupied level the orbitals are chosen to diagonalize w, and the terms between members of the level, whose numerators vanish, are left out. If w leaves several members unsplit, the formula gives the diagonal elements of the matrix 2 Σ_p w_ip w_pj/(ε_i − ε_p) on those members, with p outside the level, whereas the true ε_i″ are its eigenvalues. Only their sum enters below, and that sum is the trace in both cases. Then W_s′ = 2 Σ_i w_ii − N_c = N − N_c, and

  W_s″ = 4 Σ_i Σ_{j≠i} w_ji²/(ε_i − ε_j) + 4 Σ_i Σ_a w_ai²/(ε_i − ε_a).

In the first sum each pair occurs twice with the same numerator, since w_ij = w_ji, and opposite denominators, so it cancels. What remains is the occupied-virtual sum,

  W_s″ = −4 Σ_{ai} w_ai²/Δ_ai ≤ 0.    (12)

The factor 4 is 2 for spin times 2 from second-order perturbation theory. Its sign needs only Δ_ai > 0. It is the exact curvature of W_s, the function maximized when V is solved for inside one self-consistency step, with the Hartree-exchange-correlation potential taken from the previous density.

Self-consistent orbitals. In W of (2), v_Hxc follows the density. Start from a self-consistent solution at V and mix virtual orbitals into the occupied ones with small real amplitudes U_ai:

  φ̃_i = φ_i + Σ_a U_ai φ_a − ½ Σ_j Q_ji φ_j,   Q_ij = Σ_a U_ai U_aj.

The last term keeps orthonormality to second order: ⟨φ̃_i|φ̃_j⟩ = δ_ij + Q_ij − ½Q_ij − ½Q_ji = δ_ij, because Q is symmetric. Rotations among occupied orbitals leave the determinant unchanged and are omitted. The density change δn starts at first order with

  δn₁ = 2 Σ_i 2 φ_i Σ_a U_ai φ_a = 4 Σ_{ai} U_ai ρ_ai,   ρ_ai(r) = φ_a(r) φ_i(r).

Expand E_Hxc[n+δn] = E_Hxc[n] + ∫ v_Hxc δn + ½ ∫∫ δn₁ f_Hxc δn₁ to second order in U. The term with v_Hxc, which contains the full δn, joins the changes of the kinetic, external and V w terms to form 2 Σ_i (⟨φ̃_i|ĥ|φ̃_i⟩ − ε_i), with ĥ the operator of the unperturbed solution. Because ĥ is diagonal in the φ_p, the terms linear in U vanish (h_ai = 0), the virtual part contributes Σ_a U_ai² ε_a, and the cross term of φ_i with the correction contributes 2 × (−½) Q_ii ε_i = −Σ_a U_ai² ε_i. The sum is 2 Σ_{ai} Δ_ai U_ai². With

  K_{ai,bj} = ∫∫ ρ_ai(r) f_Hxc(r,r′) ρ_bj(r′) dr dr′,

the kernel term is ½ × 4 × 4 UᵀKU = 8 UᵀKU, where U is now a vector over pairs. A change δV of the multiplier adds δV (N − N_c) + δV ∫ w δn₁ dr = δV (N − N_c) + 4 δV wᵀU, where w is the vector of w_ai and terms of order δV U² are of third order. Collecting,

  L = W(V) + δV (N − N_c) + 2 UᵀMU + 4 δV wᵀU,   M = Δ + 4K,    (13)

with Δ the diagonal matrix of the Δ_ai. M is symmetric, and 4M is the Hessian of L in the amplitudes. Setting the gradient 4MU + 4 δV w to zero, with M invertible, gives

  U = −δV M⁻¹ w.

Substituting, 2UᵀMU = 2 δV² wᵀM⁻¹w and 4 δV wᵀU = −4 δV² wᵀM⁻¹w, so

  W(V+δV) = W(V) + δV (N − N_c) − 2 δV² wᵀM⁻¹w.

Comparison with the Taylor series W + W′δV + ½W″δV² gives W′ = N − N_c and

  W″ = −4 wᵀ M⁻¹ w.    (14)

For a general perturbation, δV w_bj is replaced by ∫ ρ_bj δv dr′, and δn₁ = 4 Σ U_ai ρ_ai then identifies

  χ(r,r′) = −4 Σ ρ_ai(r) (M⁻¹)_{ai,bj} ρ_bj(r′),   χ_s(r,r′) = −4 Σ ρ_ai(r) ρ_ai(r′)/Δ_ai,

the second being the case K = 0. Integration against w shows that (14) is ⟨w|χ|w⟩ and (12) is ⟨w|χ_s|w⟩. If M is positive definite, which makes the self-consistent solution a local minimum under these rotations, M⁻¹ is positive definite too and W″ ≤ 0, with equality only if all w_ai vanish. The formula (14) needs only an invertible M. The condition M > 0 guarantees the sign for every w. If M has eigenvalues of both signs, the sign depends on w: W″ is positive when the vector w lies along an eigenvector of negative eigenvalue and negative when it lies along one of positive eigenvalue. If all eigenvalues of M are negative, W″ is positive for every nonzero w.

Relation of the two curvatures. Multiply M = Δ + 4K by M⁻¹ on the right and Δ⁻¹ on the left: Δ⁻¹ = M⁻¹ + 4Δ⁻¹KM⁻¹, so M⁻¹ = Δ⁻¹ − 4Δ⁻¹KM⁻¹. Write ρ for the column of pair functions. Then

  χ = −4 ρᵀΔ⁻¹ρ + 16 ρᵀΔ⁻¹ K M⁻¹ρ.

Inserting the definition of K splits the last term into (−4ρᵀΔ⁻¹ρ) f_Hxc (−4ρᵀM⁻¹ρ), with integration over the two inner points, which gives the Dyson equation

  χ = χ_s + χ_s f_Hxc χ.    (15)

W has been shown to be concave in V, with curvature ⟨w|χ|w⟩ where it is smooth, while the frozen-potential orbital sum gives ⟨w|χ_s|w⟩ instead. What remains is to compare the sizes of these curvatures and the assumptions of the two derivations, and to draw the consequences for the constrained energy, with CO as a worked example.

Numbers in the example were calculated in double precision.
